# Why the Interfacial Heat-Current Integral Vanishes, and What It Still Measures

## 1. Definitions and conventions

Two blocks, L and R, touch over an area $A$. Together they are isolated: energy crosses the interface but does not leave the pair. The energy of the contact is divided between them so that $E_L+E_R=H$, the total energy. The statistics are classical, and $\langle\cdots\rangle$ is an equilibrium average at temperature $T$. Define

$$
q=\frac{dE_L}{dt},\qquad C(t)=\langle\delta E_L(0)\,\delta E_L(t)\rangle,\qquad \delta E_L=E_L-\langle E_L\rangle ,
$$

$$
F(t)=\frac{1}{Ak_BT^2}\int_0^t\langle q(0)q(s)\rangle\,ds .
$$

Thus $q>0$ means that L gains energy, and $F$ has the unit of conductance per area. In a periodic cell, L usually has two interfaces; $q$ then contains both currents, $A$ is replaced by $2A$, and each thickness $L_i$ below is half the thickness of the block, provided the two interfaces are equivalent, so that by symmetry no mean heat flux crosses its midplane.

Block $i$ has thickness $L_i$, heat capacity per volume $c_i$ and conductivity $\kappa_i$. The interface conductance $G$ is the heat flux divided by the temperature jump at the contact. The reduced heat capacity per area, $c_r$, is defined by

$$
\frac1{c_r}=\frac1{c_LL_L}+\frac1{c_RL_R}.
$$

Whether $F$ vanishes at late times needs a careful statement. For any finite isolated pair with finite energy fluctuations, the long-time mean of $F$ vanishes. $F$ itself tends to zero if it has a limit, which requires relaxation. A plateau is also not the sole source of $G$: the late decay contains it too.

## 2. The contribution of bounded energy

Since $q$ is the derivative of $E_L$, integrating over the later time gives

$$
\int_0^t\langle q(0)q(s)\rangle ds=\langle q(0)\,\delta E_L(t)\rangle-\langle q(0)\,\delta E_L(0)\rangle .
$$

The last term is $\tfrac12\,d\langle\delta E_L^2\rangle/dt$, which is zero in equilibrium. For the other term, stationarity gives $\langle\delta E_L(u)\delta E_L(t)\rangle=C(t-u)$. Differentiating with respect to $u$ and setting $u=0$ yields $\langle q(0)\delta E_L(t)\rangle=-C'(t)$. Hence

$$
F(t)=-\frac{C'(t)}{Ak_BT^2}. \tag{1}
$$

The time average of (1) is

$$
\frac1t\int_0^tF(s)\,ds=\frac{C(0)-C(t)}{Ak_BT^2\,t}. \tag{2}
$$

By the Cauchy–Schwarz inequality, $|C(t)|\le C(0)$, so the right side is at most $2C(0)/(Ak_BT^2t)$ in magnitude and tends to zero. If $F$ has a limit, its running mean has the same limit, which must therefore be zero. A permanent nonzero $F$ would make $C$ fall linearly without end, which a finite block cannot do.

### Why a vanishing mean is not yet decay

In a finite harmonic system, $\delta E_L(t)$ is a finite sum $\sum_m a_me^{i\Delta_mt}$ with distinct frequencies $\Delta_m$. Shifting the time origin by $u$ multiplies $\langle a_m^*a_n\rangle$ by $e^{i(\Delta_n-\Delta_m)u}$. Stationarity forbids any change, so the terms with $m\ne n$ vanish. With $w_m=\langle|a_m|^2\rangle\ge0$, and since $C$ is real,

$$
C(t)=\sum_mw_m\cos\Delta_mt,\qquad
F(t)=\frac{1}{Ak_BT^2}\sum_mw_m\Delta_m\sin\Delta_mt .
$$

Each sine averages to zero, but a finite sum of sines does not die out. Harmonic blocks have recurrences; relaxation is a separate ingredient.

## 3. The contribution of finite heat capacity

Equation (1) also has a direct thermal reading. Prepare an ensemble with weight proportional to $\exp[-H/k_BT+\delta T\,E_L/(k_BT^2)]$. To first order in $\delta T$, this is L at $T+\delta T$ and R at $T$. Expanding the weight, the mean flux from L to R at time $t$ is

$$
J(t)=-\frac{\delta T}{Ak_BT^2}\langle\delta E_L(0)q(t)\rangle
=-\frac{\delta T}{Ak_BT^2}C'(t)=F(t)\,\delta T .
$$

So $F(t)$ is the flux that follows a unit warming of the whole left block. Nothing maintains that temperature difference.

Suppose first that each block keeps a uniform temperature. With $\theta_i$ the temperature deviations,

$$
c_LL_L\dot\theta_L=-G(\theta_L-\theta_R),\qquad
c_RL_R\dot\theta_R=G(\theta_L-\theta_R).
$$

Divide each equation by its heat capacity and subtract. The difference $\theta=\theta_L-\theta_R$ obeys $\dot\theta=-(G/c_r)\theta$. Starting from $\theta(0)=\delta T$,

$$
F(t)=Ge^{-t/\tau},\qquad \tau=\frac{c_r}{G}. \tag{3}
$$

The interface conducts as well at late times as at early ones. What disappears is the temperature difference.

### The area under the curve

If the pair relaxes, integrating (1) gives $\int_0^\infty F\,dt=[C(0)-C(\infty)]/(Ak_BT^2)$. Let $K_i=Ac_iL_i$ be the total heat capacities and neglect the contact energy in the static fluctuations. In the canonical ensemble $C(0)=k_BT^2K_L$. After relaxation, L holds the share $K_L/(K_L+K_R)$ of the initial excess $\delta H$. Since $\langle\delta E_L\delta H\rangle=k_BT^2K_L$,

$$
C(0)-C(\infty)=k_BT^2\left(K_L-\frac{K_L^2}{K_L+K_R}\right)
=k_BT^2\frac{K_LK_R}{K_L+K_R}.
$$

The last fraction is $Ac_r$, so

$$
\int_0^\infty F\,dt=c_r. \tag{4}
$$

The full integral of $F$ thus measures heat capacity and carries no information about $G$. The conductance sets how quickly this fixed area is used up.

## 4. The contribution of heat flow inside the blocks

Now let heat diffuse inside each block. Measure $x$ from the interface to the sealed outer face at $x=L_i$. Let $u(x,t)$ be the temperature drop in L caused by the outgoing flux $J$, for unit initial warming. Its Laplace transform obeys

$$
sc\,\hat u=\kappa\,\hat u'',\qquad \hat u'(L)=0
\quad\Rightarrow\quad \hat u=a\cosh[p(L-x)],\quad p=\sqrt{sc/\kappa}.
$$

The flux toward the interface is $\hat J=-\kappa\hat u'(0)=\kappa pa\sinh pL$. The surface drop is therefore

$$
\hat u(0)=Z\hat J,\qquad
Z=\frac{\coth pL}{\kappa p}=\frac{\coth\!\left(L\sqrt{sc/\kappa}\right)}{\sqrt{s\kappa c}} .
$$

By the same calculation, the surface of R rises by $Z_R\hat J$. The contact law is $\hat J=G(1/s-Z_L\hat J-Z_R\hat J)$. Solving for $\hat J$, which is $\hat F$ for unit warming,

$$
\hat F(s)=\frac{1}{s\,[\,1/G+Z_L(s)+Z_R(s)\,]}. \tag{5}
$$

**Late times.** From $\coth y=1/y+y/3+\cdots$,

$$
Z_i=\frac1{sc_iL_i}+\frac{L_i}{3\kappa_i}+O(s).
$$

Define $\rho=1/G+L_L/(3\kappa_L)+L_R/(3\kappa_R)$. Keeping these two orders in (5),

$$
\hat F\simeq\frac{1}{\rho s+1/c_r}
\quad\Rightarrow\quad F(t)\simeq\frac1\rho\,e^{-t/(\rho c_r)}. \tag{6}
$$

The late decay measures the interface in series with one third of each block's end-to-end resistance. This expansion requires the internal resistances to be small compared with $1/G$; otherwise the slowest pole of (5) must be found numerically. For equal blocks whose terms $L_i/(3\kappa_i)$ add up to $1/G$, the rate in (6) is 5% too high, and the $G$ recovered by the subtraction described below is 10% too low.

**Thick blocks.** Before diffusion reaches the outer faces, $\coth pL\simeq1$. With $b=\sum_i(\kappa_ic_i)^{-1/2}$, equation (5) becomes $\hat F=1/(s/G+b\sqrt s)$. Expanding for large and small $s$ gives

$$
F\simeq G\left[1-2Gb\sqrt{t/\pi}\right]\quad(t\ll(Gb)^{-2}),\qquad
F\simeq\frac{1}{b\sqrt{\pi t}}\quad(t\gg(Gb)^{-2}). \tag{7}
$$

Even infinitely thick diffusive blocks give $F\to0$, because the layers beside the contact lose their temperature difference. Larger blocks remove the capacity loss, but not this one. This holds for a contact that fills the whole cross-section. A small contact spot between much wider blocks, where heat spreads in three dimensions, keeps a finite plateau set by $1/G$ in series with the spreading resistances.

### Undoing the loss

Energy balance gives the difference between the mean block temperatures, per unit initial warming, as $1-c_r^{-1}\int_0^tF\,ds$. Dividing by it defines

$$
R(t)=\frac{F(t)}{1-c_r^{-1}\int_0^tF(s)\,ds}. \tag{8}
$$

When one decay rate $\lambda$ remains, $F=fe^{-\lambda t}$. By (4) the denominator is $c_r^{-1}\int_t^\infty F\,ds=fe^{-\lambda t}/(\lambda c_r)$, so $R=\lambda c_r$, a constant. To the order of (6), $R=1/\rho$, and subtracting the internal resistances yields $G$.

## 5. The contribution of ballistic waves

Without scattering inside the blocks, a true plateau can exist. Take a chain with unit mass, bulk spring, $k_B$, $T$ and area, and equation of motion $\ddot x_j=-3x_j+x_{j-1}+x_{j+1}$. Across the contact, between sites 0 and 1, the coupling is $\epsilon=0.20$ instead of 1. A bulk wave $e^{iaj-i\omega t}$ has $\omega^2=3-2\cos a$ and speed $v=d\omega/da=\sin a/\omega$.

Let the left side carry $e^{iaj}+re^{-iaj}$ and the right side $de^{iaj}$. The weak coupling must supply the force that the continued bulk wave would have supplied:

$$
\epsilon d\,e^{ia}=e^{ia}+re^{-ia},\qquad \epsilon(1+r)=d .
$$

Eliminating $d$ gives $r(\epsilon^2e^{ia}-e^{-ia})=e^{ia}(1-\epsilon^2)$. Therefore $1+r=2i\sin a/(\epsilon^2e^{ia}-e^{-ia})$, and the transmitted fraction of energy is

$$
\mathcal T=|d|^2=\frac{4\epsilon^2\sin^2a}{|1-\epsilon^2e^{2ia}|^2}.
$$

Warming L by $\delta T$ adds $k_B\delta T$ to each classical mode. There are $da/2\pi$ right-moving modes per site, so

$$
G_{\rm b}=k_B\int_0^\pi\frac{da}{2\pi}\,v\,\mathcal T=k_B\int\frac{d\omega}{2\pi}\,\mathcal T(\omega). \tag{9}
$$

This holds after the initial transient and until waves return from the outer walls. It refers to the temperature of the incoming waves, not to a jump between local temperatures.

For 40 sites per block, the fastest echo arrives at $t=129.4$. The mean of $F$ between $t=40$ and 110 is 0.01946, equal to (9) at the printed precision. After the echo, $F$ in these identical blocks does not drop at once but first rises above $2G_{\rm b}$. Its mean from $t=0$ is about $2.0\,G_{\rm b}$ at $t=500$ and has fallen to $0.27\,G_{\rm b}$ at $t=4000$, in accord with (2). Yet the root-mean-square value of $F$ between $t=2000$ and 4000 is still $0.61\,G_{\rm b}$; this value changes from one window to another without dying out. The mean is falling while the signal persists, as Section 2 requires.

## 6. Adding relaxation to the same chain

Let each velocity reverse sign at random, at a rate that makes its average decay at rate $\zeta=0.20$. A reversal leaves all energies unchanged, so (1) still applies. Averages of quadratic quantities obey closed linear equations, so $F$ can be computed without sampling noise. A separate steady-state calculation, with the ends held at different temperatures, gives $\kappa=0.955$ and, from the extrapolated temperature jump, $G=0.01553$.

This $G$ is about 20% below $G_{\rm b}$. The two differ both in their definition of temperature and in the dynamics. The change of definition alone would raise $G$, since the jump between local temperatures is smaller than that between incoming waves (Section 7). The drop therefore comes from the reversals: at $\zeta=0.04$ the steady $G$ is 0.0203, slightly above $G_{\rm b}$.

Each site has heat capacity 1, so $N$ sites per block give $c_r\simeq N/2$. For $N=12$, uniform block temperatures would give $\tau=6/0.01553\simeq386$. The internal resistance $24/(3\times0.955)=8.4$ adds to $1/G=64.4$, raising the estimate to $6\times72.8\simeq437$. The slowest pole of (5) gives 437.8, and the observed decay time is 439.8. For $N=6$ the corresponding pair is 205.9 and 203.9. Halving the blocks at fixed contact roughly halves the lifetime of the signal.

The area under $F$ up to $t=3000$ is 5.995 for $N=12$, against a static value of 6.002. The missing 0.1% is the remaining exponential tail, $e^{-3000/439.8}\simeq0.0011$.

There is no flat plateau at $G$ here: $F$ is already 0.01369 at $t=10$, 12% below it. The corrected quantity $R$, however, is 0.01365 at both $t=200$ and $t=800$. Then $1/R-8.4\simeq64.9$, which returns $G\simeq0.0154$, within 1% of the steady-state value.

## 7. Weighing the contributions in stacked silicon

Consider a 20 nm silicon membrane on a 40 nm silicon block, held by a weak van der Waals contact, as in transfer-printed or stacked layers. Rough inputs are $G=50$ MW/(m² K), $\kappa=20$ W/(m K) in both films and $T=300$ K. Eight atoms per cubic cell of side 0.543 nm, with $3k_B$ each, give $c=2.07$ MJ/(m³ K).

**Capacity.** The reduced thickness is $20\times40/60=13.33$ nm, so $c_r=27.6$ mJ/(m² K) and

$$
\tau=\frac{0.0276}{50\times10^6}\ \mathrm{s}\simeq552\ \mathrm{ps}.
$$

By (3), this effect alone costs 5% after $-\tau\ln0.95=28$ ps.

**Internal diffusion.** The added resistance is $60\ \mathrm{nm}/(3\kappa)=1.0\times10^{-9}$ m² K/W, which is 5% of $1/G=2.0\times10^{-8}$ m² K/W. The late decay time becomes 580 ps. The two descriptions compare as follows, in MW/(m² K):

| $t$ (ps) | $F$ from (5) | $F$ from (3) |
|---:|---:|---:|
| 5 | 48.1 | 49.5 |
| 20 | 46.2 | 48.2 |
| 50 | 43.7 | 45.7 |
| 100 | 40.0 | 41.7 |
| 500 | 20.1 | 20.2 |
| 2000 | 1.51 | 1.33 |

A finite-volume solution of the heat equation, with 60 and 120 cells, was tested against (5) at these six times and agreed within 0.2%. Internal resistance first lowers the flux. It also slows the loss of the temperature difference, so at 2000 ps the flux is higher than (3) predicts.

The 5 ps value can be read from (7). With $b=2/\sqrt{\kappa c}=3.1\times10^{-4}$ m² K s$^{1/2}$/J, the fractional loss is $2Gb\sqrt{t/\pi}\simeq0.039$, giving 48.0 against 48.1 MW/(m² K).

**The reading.** A value taken at 20 ps is 7.5% below the input $G$; at 50 ps it is 13% below. By (5), an earlier reading lies closer to $G$, 3.8% below it at 5 ps. But (5) omits the microscopic transient and acoustic waves, whose echoes return after 6.7 and 13 ps at a rough speed of 6000 m/s, close to the transverse one, and already after 4.7 and 9.5 ps for longitudinal sound along [100], at about 8400 m/s. The diffusive model thus gives a gentle slope rather than a plateau. The corrected quantity (8) settles only after the slower internal diffusion time, $L^2c/(\pi^2\kappa)$ for the 40 nm block, which is 17 ps. At 500 ps, when $F$ has lost 60% of its initial value, (8) gives $R=47.6$ MW/(m² K). Removing the internal resistance gives 49.96 MW/(m² K), close to the input of 50.

**Ballistic contact.** For isotropic carriers, the average of $v\cos\theta$ over the outgoing hemisphere, counted among all directions, is $v/4$. A fully open contact would therefore have conductance $cv/4$. For a flux $J$, the carriers leaving the contact into L are colder than those arriving from L by $J/(cv/4)$, and the local temperature lies halfway between. The same holds in R with the opposite sign. The jump between local temperatures is therefore smaller than that between incoming carriers by $J/(cv/4)$. With $v=6000$ m/s, a sound speed, the resistance $4/(cv)$ is 1.6% of $1/G$. This is a low estimate, because the classical $c$ counts all six branches, and optical and zone-edge modes are much slower. Simple spring models of the silicon lattice give a mode-averaged speed of roughly 2200 to 2900 m/s. In this grey estimate the two definitions of $G$ then differ by about 3 to 4%, comparable with the internal diffusion term. The figure is good only to about a factor of two. Mode by mode, the difference depends on which modes cross the contact and on which jump is meant. For the temperatures right at the contact, the fractional difference is the transmission averaged over all modes: 7.7% for the chain of Section 5, where the grey rule gives 9.9%. For the extrapolated jump used in (5) and Section 6, the transmission is weighted roughly by the squared normal velocity, and in the chain the difference tends to about 11% as $\zeta\to0$. In a simple cubic scalar lattice with a weak contact spring, the plain average is about two to three times the grey value when that value is 2 to 6%, and the ratio grows as the spring weakens; the velocity-weighted average is about 0.6 to 0.75 of the grey value in the same range.

**Fluctuations.** At fixed total energy, $\delta E_L$ has variance $Ak_BT^2c_r$, and the block temperature difference is $\delta E_L/(Ac_r)$. Its variance is thus $k_BT^2/(Ac_r)$. For a simulated area of 25 nm² the root-mean-square difference is 1.3 K, or 0.4% of $T$, so constant material coefficients are a reasonable approximation.

### Beside a real stack

The input $G=50$ MW/(m² K) is an illustrative value for a weak contact; roughness and incomplete contact can lower it, and a cleaner contact can raise it. The readings depend strongly on it: at 350 MW/(m² K) the internal resistance would be 35% of $1/G$ and a value taken at 20 ps would be 38% low. If half the area touched, with the local conductance unchanged and lateral spreading neglected, $G$ would halve and the 552 ps estimate would double. The classical $c$ suits classical molecular dynamics but is high for real silicon: a Debye estimate with a rough temperature of 640 K gives 0.80 of it at 300 K and 0.86 at 360 K. With $G$ and $\kappa$ held fixed, the 580 ps decay would shorten to about 467 ps at 300 K. The quantum change of $G$ itself is not computed. Carriers in real silicon have widely different free paths, and in the crystal most of the heat is carried by paths longer than these films. The input $\kappa$ is itself about a seventh of the bulk value, which in a grey slab implies a free path near five film thicknesses, and it would differ between the two films. The diffusion figures are therefore an illustration, not a prediction for crystalline films. A working chip is also joined to a heat sink, so its late decay is not that of an isolated pair.

For a simulation, a direct reading of $F$ needs a time after the microscopic transient but short compared with both $\tau$ and, for diffusive blocks, $(Gb)^{-2}$. The second condition is severe because the loss grows as $\sqrt t$: in the silicon example $(Gb)^{-2}\simeq4$ ns, yet 5% is lost by about 9 ps. When free paths are comparable with the blocks, the reading must also precede the first echo, and it need not equal the steady $G$: in the chain with $\zeta=0.04$ and blocks of 12 sites, where $\tau\simeq300$, $F$ lies 12 to 14% below the steady $G$ before the echo at $t=39$ and climbs back to about $G$ after it. If these conditions leave no adequate window, (8) with the internal resistances subtracted is the better route, provided that the blocks relax, one slow decay is resolved, the internal resistances are small compared with $1/G$, and the free paths are short compared with the blocks. The last condition matters: in the chain with $\zeta=0.04$, where the fastest waves travel about 15 sites before scattering, blocks of 12 sites return a $G$ about a third above the steady value. Crystalline silicon films of 20 to 40 nm at 300 K do not meet this condition. The route also needs an accurate $c_r$, because the denominator of (8) is a small difference at late times: in the silicon example, a $c_r$ that is 3% too large returns 48 MW/(m² K) at 500 ps and 44 at 1000 ps. It needs long sampling too: for a single noisy decay of 580 ps, a rate taken from the energy correlation $C$ at 100 and 500 ps scatters by about 18% in a 100 ns run and 5% in a 1 µs run. A rate taken from $F$ at these times, or $R$ read at 500 ps, scatters by about 28% and 8%, while $R$ read at 100 ps with an exact $c_r$ scatters by about 7% and 2%. These figures leave out the fast fluctuations of the current.

## Numbers as computed

```
chain link spring 0.20, reversal damping 0.20 (chain units)
steady G 0.01553, kappa 0.9549, kappa formula 0.9549 (chain units)
N=6 per block: tau seen 203.9, predicted 205.9 (chain time)
  area under F 3.0015, static capacity 3.0015 (kB)
N=12 per block: tau seen 439.8, predicted 437.8 (chain time)
  area under F 5.9949, static capacity 6.0015 (kB)
  t=10: F 0.01369, diffusion 0.01392 (chain units)
  t=20: F 0.01320, diffusion 0.01332 (chain units)
  t=60: F 0.01193, diffusion 0.01193 (chain units)
  t=150: F 0.00972, diffusion 0.00970 (chain units)
  t=400: F 0.00551, diffusion 0.00548 (chain units)
  corrected R at t=200, 800: 0.01365, 0.01365 (chain units)
  F at t=3000 divided by steady G: 9.60e-04
harmonic N=40: first echo 129.4 (chain time)
plateau, t=40 to 110: 0.01946; transmission G 0.01946
mean F to t=4000 / G: 0.2746
late rms F, t=2000 to 4000 / G: 0.6108
silicon blocks 20 and 40 nm, T 300 K
rough G 50 MW/(m2 K), kappa 20 W/(m K)
lattice constant 0.543 nm, classical c 2.070 MJ/(m3 K)
reduced capacity 27.60 mJ/(m2 K)
tau: lumped 551.9 ps, with internal diffusion 579.9 ps
lumped 5 percent loss after 28.3 ps
t=5 ps: F 48.098, lumped 49.549 MW/(m2 K)
t=20 ps: F 46.236, lumped 48.221 MW/(m2 K)
t=50 ps: F 43.671, lumped 45.669 MW/(m2 K)
t=100 ps: F 40.022, lumped 41.714 MW/(m2 K)
t=500 ps: F 20.078, lumped 20.208 MW/(m2 K)
t=2000 ps: F 1.511, lumped 1.334 MW/(m2 K)
corrected R at 500 ps 47.586 MW/(m2 K)
G after removing internal resistance 49.963 MW/(m2 K)
internal resistance / interface resistance 5.00 percent
longest internal diffusion time 16.78 ps
rough sound speed 6000 m/s; echoes 6.67, 13.33 ps
rough Debye temperature 640 K
quantum/classical heat capacity: 300 K 0.8048, 360 K 0.8582
ballistic contact / interface resistance 1.61 percent
rms block temperature difference, 25 nm2: 1.342 K
```
